# Why ammonia's K = 0 inversion doublets each lack one member: verification in Python

```python
"""
Inversion-rotation levels of a pyramidal XH3 molecule in the group D3h(M).

Result under test: for K = 0 one member of each inversion doublet is forbidden
by the Pauli principle for three spin-1/2 protons: the lower member (0+) for
even J and the upper member (0-) for odd J.  For K > 0 both members exist.

Symbols: J = angular momentum, K = modulus of its projection on the body axis,
h = height of atom X above the proton plane, 0+/0- = even/odd inversion state,
B, C = rotational constants perpendicular to / along the body axis,
Delta = inversion splitting.  Weights count proton-spin states only.
Hartree atomic units are used inside the program.
"""
import itertools
import numpy as np
from scipy.special import lpmv
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
GHZ = physical_constants["hartree-hertz relationship"][0] * 1e-9
MICRO = 1e6

# ---------- round model parameters ----------
mass, barrier, h_min = 4500.0, 0.009, 0.7
B, C = 45e-6, 30e-6


def potential(h):
    return barrier * ((h / h_min) ** 2 - 1) ** 2


# ---------- inversion states on a sinc grid ----------
step = 0.04
grid = step * np.arange(-50, 51)
diff = np.subtract.outer(np.arange(101), np.arange(101))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * (-1.0) ** np.abs(diff) / (2 * mass * step**2)
inv_energy, inv_vector = np.linalg.eigh(kinetic + np.diag(potential(grid)))
Delta = inv_energy[1] - inv_energy[0]
for n, sign in ((0, 1), (1, -1)):
    assert np.allclose(inv_vector[::-1, n], sign * inv_vector[:, n], atol=1e-7)

# the same well in a harmonic-oscillator basis
size, omega = 80, 0.004
ladder = np.diag(np.sqrt(np.arange(1, size + 6)), 1)
x_op = (ladder + ladder.T) / np.sqrt(2 * mass * omega)
x2 = x_op @ x_op
x4 = x2 @ x2
ho = (np.diag(omega * (np.arange(size + 6) + 0.5))
      - 0.5 * mass * omega**2 * x2
      + barrier * (x4 / h_min**4 - 2 * x2 / h_min**2 + np.eye(size + 6)))
ho_energy = np.linalg.eigvalsh(ho[:size, :size])
assert np.allclose(ho_energy[:2], inv_energy[:2], atol=1e-10, rtol=0)
h_element = abs(inv_vector[:, 0] @ (grid * inv_vector[:, 1]))
assert h_element > 0.1


def inversion_function(h, n):
    return np.sinc((h - grid) / step) @ inv_vector[:, n] / np.sqrt(step)


# ---------- nuclear positions and the body frame they define ----------
def random_molecule():
    q, _ = np.linalg.qr(rng.normal(size=(3, 3)))
    q = q * np.linalg.det(q)
    angles = 2 * np.pi * np.arange(3) / 3
    protons = 1.8 * np.array([np.cos(angles), np.sin(angles), 0 * angles]).T
    height = rng.choice([-1, 1]) * rng.uniform(0.3, 1.1)
    return np.vstack([protons, [0, 0, height]]) @ q.T


def body_coordinates(pos):
    """Components of the space-fixed Z axis in the body frame, and h."""
    centre = pos[:3].mean(axis=0)
    x = pos[0] - centre
    x = x / np.linalg.norm(x)
    z = np.cross(pos[1] - pos[0], pos[2] - pos[0])
    z = z / np.linalg.norm(z)
    y = np.cross(z, x)
    return np.array([x[2], y[2], z[2]]), (pos[3] - centre) @ z


def transform(pos, perm, inverted):
    moved = pos[list(perm) + [3]]
    return -moved if inverted else moved


def level_functions(pos, J, K, n):
    """Rotation-inversion functions with M = 0 for body projections +K, -K."""
    axis, h = body_coordinates(pos)
    phi = np.arctan2(axis[1], axis[0])
    projections = [0] if K == 0 else [K, -K]
    polar = lpmv(K, J, np.clip(axis[2], -1, 1))
    return polar * inversion_function(h, n) * np.exp(
        1j * np.array(projections) * phi)


molecules = [random_molecule() for _ in range(24)]
permutations = list(itertools.permutations(range(3)))


def perm_sign(perm):
    return round(np.linalg.det(np.eye(3)[list(perm)]))


def representation(J, K, n):
    """Matrices of all 12 operations, found from transformed positions."""
    original = np.array([level_functions(m, J, K, n) for m in molecules])
    matrices = {}
    for perm in permutations:
        for inverted in (False, True):
            moved = np.array([level_functions(transform(m, perm, inverted),
                                              J, K, n) for m in molecules])
            matrix = np.linalg.lstsq(original, moved, rcond=None)[0]
            error = np.abs(original @ matrix - moved).max()
            assert error < 1e-6 * np.abs(original).max()
            matrices[perm, inverted] = matrix
    return matrices


# ---------- D3h(M) species ----------
# class order: E, (123), (23), E*, (123)*, (23)*
class_ops = [((0, 1, 2), False), ((1, 2, 0), False), ((0, 2, 1), False),
             ((0, 1, 2), True), ((1, 2, 0), True), ((0, 2, 1), True)]
class_size = np.array([1, 2, 3, 1, 2, 3])
table = {"A1'": [1, 1, 1, 1, 1, 1], "A2'": [1, 1, -1, 1, 1, -1],
         "E'": [2, -1, 0, 2, -1, 0], "A1''": [1, 1, 1, -1, -1, -1],
         "A2''": [1, 1, -1, -1, -1, 1], "E''": [2, -1, 0, -2, 1, 0]}
rows = np.array(list(table.values()))
assert np.array_equal((rows * class_size) @ rows.T, 12 * np.eye(6))


def species(matrices):
    chars = np.array([np.trace(matrices[op]) for op in class_ops])
    counts = (rows * class_size) @ chars / 12
    assert np.allclose(counts, np.round(counts.real), atol=1e-6)
    found = []
    for name, count in zip(table, np.round(counts.real).astype(int)):
        found += [name] * count
    return "+".join(found)


def spin_matrix(perm, states):
    basis = list(itertools.product(range(states), repeat=3))
    result = np.zeros((len(basis), len(basis)))
    for i, s in enumerate(basis):
        result[i, basis.index(tuple(s[p] for p in perm))] = 1
    return result


spin_ops = {(s, p): spin_matrix(p, s) for s in (2, 3) for p in permutations}


def weight(matrices, states=2, fermions=True):
    """Trace of the projector on states with the required exchange symmetry."""
    projector = 0
    for perm in permutations:
        sign = perm_sign(perm) if fermions else 1
        projector = projector + sign * np.kron(matrices[perm, False],
                                               spin_ops[states, perm]) / 6
    assert np.allclose(projector @ projector, projector, atol=1e-6)
    value = np.trace(projector)
    assert abs(value - round(value.real)) < 1e-6
    return round(value.real)


def spin_content(states):
    chars = np.array([np.trace(spin_ops[states, op[0]])
                      for op in class_ops[:3]])
    return [round(float(rows[i, :3] * class_size[:3] @ chars / 6))
            for i in range(3)]


assert spin_content(2) == [4, 0, 2]
assert spin_content(3) == [10, 1, 8]


# ---------- derived classification rule ----------
def predicted_species(J, K, n):
    prime = "'" if (K + n) % 2 == 0 else "''"
    if K == 0:
        return ("A1" if (J + n) % 2 == 0 else "A2") + prime
    if K % 3:
        return "E" + prime
    return "A1" + prime + "+A2" + prime


def rotor_energy(J, K):
    """Diagonalize the rigid symmetric top and select the level K."""
    m = np.arange(-J, J + 1)
    raising = np.diag(np.sqrt(J * (J + 1) - m[:-1] * (m[:-1] + 1.0)), -1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    jz = np.diag(m)
    values, vectors = np.linalg.eigh(B * (jx @ jx + jy @ jy) + C * jz @ jz)
    k_squared = np.real(np.sum(vectors.conj() * (jz @ jz @ vectors), axis=0))
    return values[np.argmin(np.abs(k_squared - K**2))]


levels = {}
for J in range(7):
    for K in range(J + 1):
        for n in (0, 1):
            mats = representation(J, K, n)
            name, w = species(mats), weight(mats)
            assert name == predicted_species(J, K, n)
            rule = {"A1": 0, "A2": 4, "E": 2}
            assert w == sum(rule[s.strip("'")] for s in name.split("+"))
            rot = rotor_energy(J, K)
            assert abs(rot - B * J * (J + 1) - (C - B) * K**2) < 1e-14
            parity = round(mats[(0, 1, 2), True][0, 0].real)
            boson = weight(mats, states=3, fermions=False)
            levels[J, K, n] = (name, w, rot + n * Delta, parity, boson)
        present = [levels[J, K, n][1] > 0 for n in (0, 1)]
        if K == 0:
            assert present == [J % 2 == 1, J % 2 == 0]
            survivor = 1 if J % 2 == 0 else 0
            assert levels[J, 0, survivor][3] == (-1) ** (J + 1)
            assert levels[J, 0, survivor][4] == 1
            assert levels[J, 0, 1 - survivor][4] == 10
        else:
            assert present == [True, True]

# ---------- dipole operator and K = 0 lines ----------
for mol in molecules:
    axis0, h0 = body_coordinates(mol)
    for perm in permutations:
        for inverted in (False, True):
            axis1, h1 = body_coordinates(transform(mol, perm, inverted))
            expected = (-1 if inverted else 1) * h0 * axis0[2]
            assert abs(h1 * axis1[2] - expected) < 1e-12

lines = []
for J in range(4):
    lower = [levels[J, 0, n] for n in (0, 1) if levels[J, 0, n][1] > 0]
    upper = [levels[J + 1, 0, n] for n in (0, 1) if levels[J + 1, 0, n][1] > 0]
    assert len(lower) == len(upper) == 1 and lower[0][3] == -upper[0][3]
    line = upper[0][2] - lower[0][2]
    assert abs(line - (2 * B * (J + 1) - (-1) ** J * Delta)) < 1e-14
    lines.append(line)

# ---------- printed results ----------
print(f"Effective inversion mass: {mass:.0f} electron masses")
print(f"Barrier height: {barrier * MICRO:.0f} microhartree")
print(f"Well minima at h = +/- {h_min:.1f} bohr")
print(f"Rotational constants B, C: {B*MICRO:.0f}, {C*MICRO:.0f} microhartree")
print(f"Energy of 0+ in the well: {inv_energy[0]*MICRO:.3f} microhartree")
print(f"Energy of 0- in the well: {inv_energy[1]*MICRO:.3f} microhartree")
print(f"Splitting Delta: {Delta*MICRO:.4f} microhartree = {Delta*GHZ:.2f} GHz")
print(f"Matrix element |<0+|h|0->|: {h_element:.4f} bohr")
print("Spin species (A1, A2, E), three spins 1/2:", spin_content(2))
print("Spin species (A1, A2, E), three spins 1:", spin_content(3))
print("Levels: energy in microhartree above the J=0, 0+ position;")
print("weight = proton-spin weight (0 = missing), parity = sign under E*")
shown = [(J, 0) for J in range(5)] + [(1, 1), (2, 2), (3, 3)]
for J, K in shown:
    for n in (0, 1):
        name, w, energy, parity, boson = levels[J, K, n]
        state = "0+" if n == 0 else "0-"
        parity_text = f"{parity:+d}"
        print(f"J={J} K={K} {state}: {name:9s} weight {w}, "
              f"parity {parity_text}, energy {energy*MICRO:.4f}")
print("K=0 weights for three spin-1 bosons (0+, 0-):")
for J in (0, 1):
    print(f"J={J}: {levels[J, 0, 0][4]}, {levels[J, 0, 1][4]}")
print("K=0 lines J -> J+1:")
for J, line in enumerate(lines):
    print(f"{J} -> {J+1}: {line*MICRO:.4f} microhartree = {line*GHZ:.2f} GHz")
print(f"Doublets checked: {len(levels)//2}, J = 0 to 6")
print("verified")
```

Printed output:

```
Effective inversion mass: 4500 electron masses
Barrier height: 9000 microhartree
Well minima at h = +/- 0.7 bohr
Rotational constants B, C: 45, 30 microhartree
Energy of 0+ in the well: 2726.270 microhartree
Energy of 0- in the well: 2735.233 microhartree
Splitting Delta: 8.9632 microhartree = 58.97 GHz
Matrix element |<0+|h|0->|: 0.6517 bohr
Spin species (A1, A2, E), three spins 1/2: [4, 0, 2]
Spin species (A1, A2, E), three spins 1: [10, 1, 8]
Levels: energy in microhartree above the J=0, 0+ position;
weight = proton-spin weight (0 = missing), parity = sign under E*
J=0 K=0 0+: A1'       weight 0, parity +1, energy 0.0000
J=0 K=0 0-: A2''      weight 4, parity -1, energy 8.9632
J=1 K=0 0+: A2'       weight 4, parity +1, energy 90.0000
J=1 K=0 0-: A1''      weight 0, parity -1, energy 98.9632
J=2 K=0 0+: A1'       weight 0, parity +1, energy 270.0000
J=2 K=0 0-: A2''      weight 4, parity -1, energy 278.9632
J=3 K=0 0+: A2'       weight 4, parity +1, energy 540.0000
J=3 K=0 0-: A1''      weight 0, parity -1, energy 548.9632
J=4 K=0 0+: A1'       weight 0, parity +1, energy 900.0000
J=4 K=0 0-: A2''      weight 4, parity -1, energy 908.9632
J=1 K=1 0+: E''       weight 2, parity -1, energy 75.0000
J=1 K=1 0-: E'        weight 2, parity +1, energy 83.9632
J=2 K=2 0+: E'        weight 2, parity +1, energy 210.0000
J=2 K=2 0-: E''       weight 2, parity -1, energy 218.9632
J=3 K=3 0+: A1''+A2'' weight 4, parity -1, energy 405.0000
J=3 K=3 0-: A1'+A2'   weight 4, parity +1, energy 413.9632
K=0 weights for three spin-1 bosons (0+, 0-):
J=0: 10, 1
J=1: 1, 10
K=0 lines J -> J+1:
0 -> 1: 81.0368 microhartree = 533.20 GHz
1 -> 2: 188.9632 microhartree = 1243.32 GHz
2 -> 3: 261.0368 microhartree = 1717.54 GHz
3 -> 4: 368.9632 microhartree = 2427.66 GHz
Doublets checked: 28, J = 0 to 6
verified
```
